# Logarithmic coarsening of one-dimensional growth mounds with selected slopes

## The decision

A simulation of mound growth has reached steady slopes, and the mounds are still merging, slowly. One must decide whether to extend the run tenfold and fit a coarsening exponent, or to stop integrating the surface equation and follow the corners between facets instead. For the noise-free one-dimensional model below, the second choice is right. The mound size grows as the logarithm of time, so a fitted power depends on the time window and drifts towards zero.

## Model and conventions

Let \(h(x,t)\) be the height measured from the growing mean and \(m=h_x\) the slope. Matter is conserved in this frame:

\[
h_t=-J_x,\qquad J=\nu m\left(1-\frac{m^2}{m_0^2}\right)+Km_{xx},\qquad \nu,K>0 .
\]

The first term of \(J\) is the uphill current caused by step-edge barriers. It vanishes at the selected slopes \(\pm m_0\). The second term smooths corners. With \(\mu=-J\),

\[
h_t=\mu_x,\qquad m_t=\mu_{xx},\qquad \mu=V'(m)-Km_{xx},\qquad V=\frac{\nu}{4m_0^2}(m_0^2-m^2)^2 .
\]

The mean slope is zero, the model is symmetric under \(h\to-h\), and randomness enters through the initial surface alone. Define \(\kappa=\sqrt{2\nu/K}\), so that \(K=2\nu/\kappa^2\).

On a flat surface a wave \(e^{ikx+\sigma t}\) has \(\sigma=\nu k^2-Kk^4\). Setting \(d\sigma/d(k^2)=\nu-2Kk^2\) to zero gives \(k^2=\nu/2K=\kappa^2/4\). The first mounds therefore have period \(4\pi/\kappa\) and growth rate \(\nu^2/4K=\nu\kappa^2/8\).

## One corner and its tail

A hilltop or valley is a kink in \(m\). For an isolated kink at rest \(\mu=0\), so \(Km_{xx}=V'(m)\). Multiplying by \(m_x\) and integrating from a flat facet, where \(m_x=V=0\), gives \(Km_x^2/2=V\). For a rising kink,

\[
m_x=\sqrt{\frac{\nu}{2K}}\,\frac{m_0^2-m^2}{m_0}=\frac{\kappa}{2m_0}(m_0^2-m^2),
\qquad m=m_0\tanh\frac{\kappa x}{2}.
\]

Far to the right, \(m_0-m\simeq 2m_0e^{-\kappa x}\).

Now take a facet of length \(\ell\) between two kinks, with \(\kappa\ell\gg1\). Near \(m_0\) the equation is linear and the two tails add. At the midpoint the deviation is \(\delta=2\times2m_0e^{-\kappa\ell/2}\), and \(V\simeq\nu\delta^2\), so

\[
V_{\rm mid}=16\nu m_0^2e^{-\kappa\ell}.
\]

The exponential is \(e^{-\kappa\ell}\), although each tail has decayed only by \(e^{-\kappa\ell/2}\), because \(V\) is quadratic about \(m_0\).

## Equations of motion for the corners

Kink \(n\) sits at \(x_n\), moves with velocity \(v_n\), and has sign \(s_n=\pm1\), with \(s_{n+1}=-s_n\). It joins slope \(-s_nm_0\) on its left to \(s_nm_0\) on its right. Facet \(n\) has length \(\ell_n=x_{n+1}-x_n\). Write \(e_n=e^{-\kappa\ell_n}\).

**The force.** Multiply \(\mu=V'-Km_{xx}\) by \(m_x\) and integrate between the midpoints on either side of kink \(n\). The right side is the change of \(V-Km_x^2/2\), and \(m_x\) vanishes at the midpoints to leading order. Hence

\[
\int\mu\,m_x\,dx=16\nu m_0^2(e_n-e_{n-1}).
\]

The facet slope also shifts by about \(\mu/2\nu\). This changes \(V_{\rm mid}\) by a term of order \(\delta\mu\), smaller by a factor of order \(e^{-\kappa\ell/2}\), and is dropped.

**The value of \(\mu\) at the kink.** A moving kink has \(m_t=-v_nm_x\), so with \(z=x-x_n\),

\[
\mu_{xx}=-v_ns_nm_0\frac{\kappa}{2}\,{\rm sech}^2\frac{\kappa z}{2}.
\]

Two integrations give, with a constant \(\alpha\),

\[
\mu=\mu_n+\alpha z-s_nm_0v_n\,\frac{2}{\kappa}\left[\ln\cosh\frac{\kappa z}{2}+\ln2\right].
\]

For large \(|z|\) the last term becomes \(-s_nm_0v_n|z|\). Thus \(\mu_n\) is the value at which the straight lines on the two sides meet, and the slope of \(\mu\) jumps by \(-2m_0s_nv_n\).

Insert this into the integral. The term in \(\alpha\) is odd and drops out. With \(u=\tanh(\kappa z/2)\), the average of \(\ln\cosh\) over the kink is

\[
-\frac12\int_0^1\ln(1-u^2)\,du=-\frac12\left[-1+(2\ln2-1)\right]=1-\ln2 ,
\]

so the square bracket averages to 1. Therefore

\[
2s_nm_0\left(\mu_n-\frac{2s_nm_0v_n}{\kappa}\right)=16\nu m_0^2(e_n-e_{n-1}),
\]

and, since \(1/s_n=s_n\),

\[
\mu_n=s_ng_n,\qquad g_n=8\nu m_0(e_n-e_{n-1})+\frac{2m_0v_n}{\kappa}.
\]

**Transport between kinks.** On a facet \(m_t\) is negligible, so \(\mu\) is linear and the facet rises rigidly at the rate

\[
u_n=\frac{\mu_{n+1}-\mu_n}{\ell_n}=-s_n\frac{g_{n+1}+g_n}{\ell_n}.
\]

Define \(w_n=-s_nu_n/2m_0\). Then \(u_n=-2m_0s_nw_n\), and \(u_{n-1}=+2m_0s_nw_{n-1}\) because the sign alternates. The jump condition \(u_n-u_{n-1}=-2m_0s_nv_n\) becomes \(v_n=w_n+w_{n-1}\).

The definition also gives \(\ell_nw_n=(g_n+g_{n+1})/2m_0\). In this sum \(e_n\) cancels, and \(v_n+v_{n+1}=w_{n-1}+2w_n+w_{n+1}\). Hence

\[
\left(\ell_n-\frac2\kappa\right)w_n-\frac{w_{n-1}+w_{n+1}}{\kappa}=4\nu(e_{n+1}-e_{n-1}),
\qquad
\dot\ell_n=w_{n+1}-w_{n-1}.
\]

The forces are exponentially small, while the distance over which matter must be carried enters as \(1/\ell\). The terms in \(1/\kappa\) come from the kink width.

## An equal array is stationary but unstable

If all facets are equal, every \(w_n\) vanishes and nothing coarsens. Put \(\ell_n=\ell+\eta e^{iqn}\) and \(w_n=we^{iqn}\). To first order,

\[
e_{n+1}-e_{n-1}=-\kappa e^{-\kappa\ell}\,(2i\sin q)\,\eta e^{iqn},\qquad \dot\eta=(2i\sin q)\,w .
\]

Eliminating \(w\), and using \((2i\sin q)^2=-4\sin^2q\),

\[
\lambda(q)=\frac{16\nu\kappa e^{-\kappa\ell}\sin^2q}{\ell-2(1+\cos q)/\kappa}.
\]

At \(q=\pi/2\) the pattern repeats after four facets, which is two mounds, and

\[
\lambda=\frac{16\nu\kappa e^{-\kappa\ell}}{\ell-2/\kappa}.
\]

This becomes the fastest mode in the limit of large \(\kappa\ell\); at \(\kappa\ell=10\) the maximum of \(\lambda(q)\) is less than 2% higher. Facets of equal slope sign exchange length: one grows at the expense of the next.

The rate was tested against eigenvalues of the full slope equation, linearised about numerically computed arrays of four facets. At \(\kappa\ell=10.03\) the eigenvalue is \(8.805\times10^{-5}\nu\kappa^2\), which is 1.004 times the formula. At \(\kappa\ell=15.00\) the ratio is 1.0001. Without the kink width the formula would be too small, with ratios 1.25 and 1.15. The width correction is algebraic in \(1/\kappa\ell\), so it fades slowly.

## How one mound disappears

Let facet 0 be clearly the shortest. Keep \(e_0\) alone and drop the width terms. Then

\[
w_{-1}=\frac{4\nu e_0}{\ell_{-1}},\qquad w_1=-\frac{4\nu e_0}{\ell_1},
\]

and all other \(w_n\) vanish. The length equations give

\[
\dot\ell_0=-4\nu e^{-\kappa\ell_0}\left(\frac1{\ell_{-1}}+\frac1{\ell_1}\right),\quad
\dot\ell_{\pm1}=0,\quad \dot\ell_{\pm2}=\frac{4\nu e^{-\kappa\ell_0}}{\ell_{\pm1}} .
\]

The neighbours slide towards each other without changing length and merge when facet 0 is gone. The second neighbours, which have the same slope as facet 0, inherit its length in the ratio of the inverse neighbour lengths.

This was tested on a ring of six facets with \(\kappa\ell_n=9.5,\,13,\,17,\,14,\,18.5,\,18\). At \(\nu\kappa^2t=16795\) the full nonlinear equation gives \(7.99,\,12.96,\,17.89,\,14.10,\,19.11,\,17.95\). The kink equations with width terms agree to within 0.01 in every length. The two second neighbours gained in the ratio 1.46, while the leading law gives \(18/13=1.38\). Subtracting the width 2 from each neighbour length gives \(16/11=1.45\), which accounts for most of the difference.

## From one lifetime to the logarithm

With constant neighbours, \(e^{\kappa\ell_0}d\ell_0\) integrates directly. The lifetime of facet 0 is

\[
T\simeq\frac{e^{\kappa\ell_0}}{4\nu\kappa\,(1/\ell_{-1}+1/\ell_1)} .
\]

The last stage, where \(\kappa\ell_0\) is of order one and the tail picture fails, is short compared with \(T\). All facets age in parallel, so at time \(t\) the survivors are those with \(T\gtrsim t\). If \(\bar\ell\) is the mean length, neighbours of typical length make the bracket of order \(2/\bar\ell\), and

\[
\ell_{\min}\simeq\frac1\kappa\ln\frac{b\,\nu\kappa t}{\bar\ell},
\]

with \(b\) a number that changes slowly, if at all. The logarithm comes from inverting \(e^{\kappa\ell}\). The transport distance contributes the weaker \(\ln\bar\ell\).

The mean needs one more ingredient. When \(\kappa\bar\ell\) is large, most length differences exceed \(1/\kappa\), and facets vanish nearly in order of length. Repeating the removal rule above on 300,000 facets, until between 2% and 1% remain, gives a mean-to-shortest ratio of 1.66 from a uniform initial distribution and 1.72 from an exponential one. This agreement is numerical evidence, not a proof, for a common scaling state with \(C\approx1.7\). Given that state,

\[
\bar\ell\simeq\frac C\kappa\ln\frac{b\,\nu\kappa t}{\bar\ell}.
\]

The mound period is \(2\bar\ell\).

A second calculation lets all facets interact at once through the kink equations without width terms, starting from 1200 facets. The mean \(\kappa\bar\ell\) is 22.7, 45.4 and 90.8 at \(\ln(\nu\kappa^2t)=9.5\), 21.3 and 45.9. The first doubling costs 11.8 units of \(\ln t\), the second 24.6. A power law would need equal costs. The apparent exponent falls from 0.059 to 0.028.

The slope of \(\kappa\bar\ell\) against \(\ln(t/\bar\ell)\) is 1.94, about 15% above \(C\). Much of the gap comes from the start: the first mean is recorded when only a third of the facets have gone, before the length distribution has reached its scaling form. In addition, only 200 facets remain at the end, and removal is not strictly in order of length. The run therefore supports the logarithm but does not fix the value of \(C\).

## Why slope selection alone is not enough

Replace the current by \(\nu m(1-m^2/m_0^2)^3\). The selected slopes are unchanged, but the current now has a triple zero there. Then

\[
V=\frac{\nu m_0^2}{8}\left(1-\frac{m^2}{m_0^2}\right)^4\simeq\frac{2\nu\delta^4}{m_0^2},\qquad \delta=m_0-m .
\]

From \(K\delta_x^2/2=V\) follows \(\delta_x=-\sqrt2\,\kappa\delta^2/m_0\), so \(\delta\simeq m_0/(\sqrt2\,\kappa x)\): the tail is algebraic. At a midpoint \(\delta\propto1/\ell\) and \(V_{\rm mid}\propto\ell^{-4}\). The force responds to a length change as \(\ell^{-5}\), and transport over the facet adds \(1/\ell\). Thus \(\lambda\propto\ell^{-6}\), which suggests \(\ell\propto t^{1/6}\).

Eigenvalues at \(\kappa\ell=22.8\) and 42.3 fall by a factor 0.017, a local exponent of \(-6.55\), still steeper than the asymptote. Exponential tails would give a factor \(1.7\times10^{-9}\) over the same range. The exponential tails, and with them the logarithm, come from the linear zero of the current at \(m_0\), not from slope selection alone.

## Example: long ridges on an iron-like surface

Take rounded inputs in the rough regime of iron growing on Fe(001) near room temperature: layer height \(a=0.143\) nm, 0.02 layers per second, \(m_0=0.2\) (11°), \(\nu=0.2\) nm²/s and \(1/\kappa=2\) nm. These are model parameters, not fitted data, and \(\nu\) is too large for this flux. With growth speed \(F=0.00286\) nm/s, an atom landing on a terrace of width \(a/|m|\) moves uphill by at most half that width on average, so the barrier current cannot exceed \(Fa/2|m|\). The model current respects this bound at all slopes only if \(\nu\le2Fa/m_0^2=0.02\) nm²/s; with \(\nu=0.2\) nm²/s it exceeds the bound up to tenfold. At fixed \(\kappa\) the growth time and \(1/\lambda\) scale as \(1/\nu\), so within the bound they are at least ten times longer than quoted below, and the noise crossovers move to shorter periods. The numbers illustrate the exponential dependence on \(\ell\); they do not predict times for iron. The first ridges have period \(4\pi\times2=25\) nm and growth time \(8/\nu\kappa^2=160\) s.

For period 40 nm, \(\ell=20\) nm and \(\kappa\ell=10\), so

\[
\frac1\lambda=\frac{(20-4)\,e^{10}}{16\times0.2\times0.5}\ {\rm s}=2.2\times10^5\ {\rm s}=61\ {\rm h},
\]

or 4400 layers. For periods of 30 and 50 nm the times are 3.5 h and 980 h. This is the time for a small disturbance of an equal array to grow by a factor \(e\); starting from a disturbance much smaller than \(1/\kappa\), complete merging takes several such times. The numerical output calls \(1/\lambda\) the merging time. At late times each tenfold increase in \(t\) adds about \(2C\ln10/\kappa=16\) nm to the period, before the \(\ln\bar\ell\) term is subtracted.

## Where the real surface departs from the model

**Curvature** is the largest of the effects sized here. Around a circular ridge of radius \(R\), the smoothing term gains \(K(m_r/r-m/r^2)\). Multiplied by \(m_r\) and integrated across the corner, the second part cancels to leading order, because \(m^2\) is the same on both sides. The first part adds a force of size \(\Sigma/R\) with \(\Sigma=\int Km_x^2dx=\tfrac23K\kappa m_0^2\). It equals the tail force \(16\nu m_0^2e^{-\kappa\ell}\) at

\[
R=\frac{e^{\kappa\ell}}{12\kappa}=3.7\ \mu{\rm m}\quad(\ell=20\ {\rm nm}).
\]

The tail force on a corner dominates only if the ridge is straighter than this. Ordinary growth mounds are two-dimensional, with radii of tens of nanometres. At \(R=20\) nm the curvature force is some 180 times the tail force, so the times above do not apply to them.

**Temperature** enters through the exponent. Suppose \(1/\kappa\) and \(\sqrt\nu\) scale with the adatom diffusion length, and this length with the sixth root of the diffusivity, as for irreversible island growth. With a rough barrier of 0.45 eV, warming from 300 to 310 K lengthens the tail by 10% and speeds up merging nearly threefold at fixed \(\ell=20\) nm.

**Deposition noise** shifts facets at random. For a ridge of length \(W\), atomic volume \(\Omega\) and growth speed \(F\), counting statistics give a facet height variance of about \(\Omega Ft/\ell W\), with the kink width neglected. The facet length depends on the difference of two such heights divided by \(2m_0\), so its random change reaches \(\ell\) at \(t=2m_0^2\ell^3W/\Omega F\). For \(W=1000\) nm this is \(1.9\times10^{10}\) s at period 40 nm, far beyond \(1/\lambda\). For this \(W\) the two times cross at a period of about 90 nm. The logarithmic law gives way earlier, because a random length change of only \(1/\kappa\) already alters the tail force by a factor \(e\). Such a change is reached within \(1/\lambda\) at a period of about 67 nm. Nucleation noise is not included.

**Discreteness** is a marginal point: a terrace is \(a/m_0=0.71\) nm wide, so a tail length spans 2.8 terraces, and the continuum description is rough.

**Up-down asymmetry** on the facets is small for the parameters used here. With strong step barriers every atom joins the step at the uphill end of its terrace, so on a rising facet the step positions obey \(\dot x_n=-(F/a)(x_n-x_{n-1})\). Expanded in the terrace width, this gives an extra current \(Bm_x\) with \(B=Fa^2/6m_0^3\). The numerical output uses a cruder estimate from the mean adatom density, which is four times larger. Even then the tail decay rates are 0.4985 and 0.5015 nm⁻¹ instead of 0.5. This smallness rests on the large facet stiffness \(2\nu=0.4\) nm²/s. If the stiffness were of the size the step equation itself gives, \(Fa/2m_0^2=0.005\) nm²/s, with \(K\) reduced to keep \(\kappa\), then \(B=Fa^2/6m_0^3\) would give rates of 0.47 and 0.53 nm⁻¹. The effect of the asymmetry at hilltops and valleys, where terraces are wide, is not sized here.

The numerical output follows these notes.

## Computed values

```
flat surface: largest rate / (nu kappa^2) = 0.1250
equal array: kappa*l, V/(nu m0^2), ratio to law,
  rate/(nu kappa^2), ratio to law, ratio without kink width
  10.031 7.070e-04 1.0036 8.805e-05 1.0038 1.2537
  12.011 9.734e-05 1.0006 9.724e-06 1.0007 1.2006
  15.002 4.884e-06 1.0000 3.756e-07 1.0001 1.1539
algebraic tails: kappa*l = 22.78, 42.30; rates 1.882e-06, 3.264e-08
  local exponent -6.55 (asymptote -6); rate drop 1.73e-02, exponential tails 1.73e-09
six facets, kappa*l at start: [ 9.5 13.  17.  14.  18.5 18. ]
  at nu kappa^2 t = 16795, full equation: [ 7.994 12.956 17.891 14.097 19.112 17.95 ]
  kink equations: [ 8.    12.955 17.889 14.097 19.111 17.947]
  gain ratio of second neighbours 1.458, leading law 1.385
mean/shortest length: uniform start 1.660, exponential start 1.716, C = 1.69
large array: ln(nu kappa^2 t) = [ 9.46 21.3  45.86]  mean kappa*l = [22.7  45.4  90.79]
  slope of mean against ln(t/mean) = 1.94; apparent powers 0.059, 0.028
example: layer 0.143 nm, 0.02 layers/s, m0 = 0.2, angle 11.3 deg
  nu = 0.2 nm^2/s, 1/kappa = 2.0 nm, K = 1.60 nm^4/s
  first ridge period 25.1 nm, growth time 160 s
  period 30 nm: merging time 1.243e+04 s = 3.5 h, 2.486e+02 layers
  period 40 nm: merging time 2.203e+05 s = 61.2 h, 4.405e+03 layers
  period 50 nm: merging time 3.522e+06 s = 978.3 h, 7.044e+04 layers
  late-time period added per tenfold time, without ln(l) term: 16 nm
noise, ridge 1000 nm long: time 1.91e+10 s; overtakes tails at period 92 nm
curvature: equals tail effect at in-plane radius 3671 nm
asymmetry on facets: tail decay rates 0.4985 and 0.5015 1/nm against 0.5000 1/nm
discreteness: terrace width 0.71 nm, 2.8 terraces per tail length
implied adatom diffusion length 4.5 nm
temperature 300 to 310 K, barrier 0.45 eV: tail length x 1.098, merging rate x 2.75
```
